# Pair amplitude from Chebyshev moments and the order that sustains a gap, part 2

A self-consistent Bogoliubov-de Gennes calculation expanded in Chebyshev polynomials $T_n$ must keep enough orders for a gap to exist and to be accurate. Temperature is zero, $\hbar=1$, and $U>0$ is the on-site attraction. With one-particle matrix $h$ and pairings $\Delta_i$,

$$H=\begin{pmatrix}h&\Delta\\ \Delta^*&-h^*\end{pmatrix},\qquad \Delta=\mathrm{diag}(\Delta_i). \qquad (2)$$

The spectrum lies inside $(-a,a)$. The electron-hole moments $\mu_n(i)=\langle ie|T_n(H/a)|ih\rangle$ vanish for even $n$, and

$$\Delta_i=\frac{2U}{\pi}\sum_{m\ge0}\frac{(-1)^m}{2m+1}\,g_{2m+1}\,\mu_{2m+1}(i). \qquad (5)$$

Orders $n<N$ are kept with damping $g_n$, at large $N$ equal to $G(n/N)$, where $G(0)=1$. A sharp cutoff makes $-G'$ a unit delta function at $s=1$. Jackson damping has

$$g_n=\left(1-\frac nN\right)\cos\frac{\pi n}N+\frac1N\cot\frac\pi N\,\sin\frac{\pi n}N,\qquad G(s)=(1-s)\cos\pi s+\frac{\sin\pi s}\pi,$$

and $-G'(s)=\pi(1-s)\sin\pi s$.

In a uniform system $\xi$ is the band energy from the Fermi level, $\rho(\xi)$ the density of states per site and spin, $\rho_0=\rho(0)$ and $E=\sqrt{\xi^2+\Delta^2}$. An odd function $f$ of the $2\times2$ block $H_k=\begin{pmatrix}\xi_k&\Delta\\ \Delta&-\xi_k\end{pmatrix}$ has off-diagonal element $f(E_k)\Delta/E_k$. With $x=\sin\varphi=E/a$ and $n=2m+1$, the truncated series $s_N$ for $\mathrm{sgn}\,x$ follows from

$$T_n(\sin\varphi)=\cos\!\left(\frac{n\pi}2-n\varphi\right)=(-1)^m\sin n\varphi,\qquad s_N=\frac4\pi\sum_{n\,\text{odd}<N}g_n\frac{\sin n\varphi}{n}. \qquad (8)$$

At large $N$ it tends to $S(z)$, with $z=N\varphi$ and $\mathrm{Si}(y)=\int_0^y\sin v\,dv/v$:

$$S(z)=\frac2\pi\int_0^1G(s)\frac{\sin sz}{s}\,ds=\frac2\pi\int_0^1[-G'(s)]\,\mathrm{Si}(sz)\,ds. \qquad (9)$$

Let $\Delta_0$ be the exact mean-field gap and $\Delta_N$ the gap at cutoff $N$. The energy derivation used the logarithm of the gap in the exact gap equation and found

$$D(\nu)=\int_0^\infty\left[1-S(\nu\cosh u)\right]du,\qquad \nu=\frac{N\Delta_N}{a}. \qquad (10)$$

$$\boxed{\frac{\Delta_N}{\Delta_0}=e^{-D(\nu)},\qquad \frac{N\Delta_0}{a}=\nu\,e^{D(\nu)}.} \qquad (11)$$

The gap vanishes as $\nu\to0$, at the critical cutoff $N_c$. With Euler's constant $\gamma$,

$$\int_0^\infty S'\ln z\,dz=-\gamma-\int_0^1[-G'(s)]\ln s\,ds=-\gamma+I_G,\qquad I_G=\int_0^1\frac{1-G(s)}s\,ds. \qquad (12)$$

$$N_c=2e^{I_G-\gamma}\,\frac a{\Delta_0}. \qquad (13)$$

This is $1.12\,a/\Delta_0$ (sharp) or $3.24\,a/\Delta_0$ (Jackson).

The time derivation integrates, with weight $1/t$, the amplitude for a hole to become an electron on its site after time $t$. It has reproduced (5), using Bessel functions $J_n$ and, with $q=\sqrt{1+p^2}-p$,

$$\int_0^\infty e^{-pz}J_n(z)\,dz=\frac{q^n}{\sqrt{1+p^2}}. \qquad (16)$$

It must now reach (11) and (13). In the examples $t$ is the hopping.

### The moments of a uniform superconductor

For odd $n=2m+1$ define $M_n=(-1)^m\mu_n/\Delta$. From the $2\times2$ block and (8),

$$M_n=\int d\xi\,\frac{\rho(\xi)}E\,\sin n\varphi,\qquad \sin\varphi=E/a.$$

At low energy $\varphi\approx E/a$, so the order plays the part of a time, $t=n/a$. Replacing $\rho$ by $\rho_0$ and putting $\xi=\Delta\sinh u$ gives the slowly varying part

$$M_n\simeq2\rho_0\int_0^\infty\sin\!\left(\frac{n\Delta}a\cosh u\right)du=\pi\rho_0\,J_0\!\left(\frac{n\Delta}a\right). \qquad (17)$$

The Bessel function can be verified by a Laplace transform. The transform of $(2/\pi)\int_0^\infty\sin(y\cosh u)\,du$ with respect to $y$ is

$$\frac2\pi\int_0^\infty\frac{\cosh u\,du}{p^2+\cosh^2u}=\frac2\pi\int_0^\infty\frac{dv}{p^2+1+v^2}=\frac1{\sqrt{1+p^2}},\qquad v=\sinh u,$$

which is (16) for $n=0$.

Equation (17) shows what the cutoff must resolve. While $t\ll1/\Delta$ the moments look like those of a metal with an infinitesimal pairing field. The gap reveals itself when $J_0$ bends away from one, at $n\sim a/\Delta$. Band edges add further oscillations to $M_n$. They have other frequencies and cancel to leading order when summed with a slowly varying weight.

### The self-consistent gap again

In terms of $M_n(\Delta)$ the gap equations with and without a cutoff are

$$1=\frac{2U}\pi\sum_{n\,\text{odd}}\frac{g_n}nM_n(\Delta_N),\qquad 1=\frac{2U}\pi\sum_{n\,\text{odd}}\frac{M_n(\Delta_0)}n .$$

Subtract the second from the first and write $g_n=1-(1-g_n)$:

$$0=\frac{2U}\pi\sum_{n\,\text{odd}}\frac{M_n(\Delta_N)-M_n(\Delta_0)}n-\frac{2U}\pi\sum_{n\,\text{odd}}\frac{1-g_n}nM_n(\Delta_N). \qquad (18)$$

In both sums the low orders drop out: in the first because early moments depend only weakly on a small gap, in the second because $g_n\to1$. Hence (17) may be used in both. A sum over odd $n$ is half an integral over $n$. With $t=n/a$ the first term is

$$U\rho_0\int_0^\infty\frac{dt}t\left[J_0(\Delta_Nt)-J_0(\Delta_0t)\right]=U\rho_0\ln\frac{\Delta_0}{\Delta_N}.$$

This is a Frullani integral: rescaling the time in each part leaves $\int dy/y$ between limits in the ratio $\Delta_0/\Delta_N$ near $y=0$, where $J_0=1$, while $J_0$ vanishes at infinity. With $s=n/N$ the second term is $-U\rho_0D$, where

$$D(\nu)=\int_0^\infty\left[1-G(s)\right]J_0(\nu s)\frac{ds}s. \qquad (19)$$

Equation (18) now reads $\ln(\Delta_N/\Delta_0)=-D(\nu)$, as in (11).

It remains to show that this $D$ is the same function as (10). Integrating (19) by parts gives

$$D(\nu)=\int_0^1[-G'(s)]\,P(\nu s)\,ds,\qquad P(y)=\int_y^\infty\frac{J_0(v)}v\,dv. \qquad (20)$$

On the energy side, (9) gives $1-S(z)=(2/\pi)\int_0^1ds\,[-G'(s)]\int_s^\infty d\sigma\,\sin(\sigma z)/\sigma$. Setting $z=\nu\cosh u$ and integrating over $u$ turns the sine into $J_0(\nu\sigma)$ and gives (20). As a numerical test, (10) and (20) both yield $D(3)=0.283116$ for Jackson damping.

### Onset and uniqueness

For $\nu\to0$ split (19) at $s=1$. The lower part tends to $I_G$ of (12), and the upper part is $P(\nu)$. By parts, $P(\nu)\to-\ln\nu+\int_0^\infty J_1(y)\ln y\,dy$. The standard integral

$$\int_0^\infty y^pJ_k(y)\,dy=2^p\,\frac{\Gamma[(1+k+p)/2]}{\Gamma[(1+k-p)/2]} \qquad (21)$$

with $k=1$ has derivative $\ln2-\gamma$ at $p=0$. Thus $D\to I_G+\ln(2/\nu)-\gamma$, and $\nu e^D\to2e^{I_G-\gamma}$, which is (13).

Equation (20) also gives

$$\frac{d}{d\nu}\ln\!\left(\nu e^D\right)=\frac1\nu\left[1-\int_0^1[-G'(s)]J_0(\nu s)\,ds\right]>0,$$

because $J_0(y)<1$ for $y>0$ and $-G'$ is non-negative with unit weight. So $N\Delta_0/a$ increases with $\nu$. Above $N_c$ there is one nonzero solution, below it there is none, and the gap starts continuously from zero.

### The order needed for accuracy

For a sharp cutoff $D=P(\nu)$. Since $J_0(y)=[yJ_1(y)]'/y$, integration by parts gives $P(\nu)\simeq-J_1(\nu)/\nu$ at large $\nu$. The relative gap error $\Delta_N/\Delta_0-1\simeq J_1(\nu)/\nu$ oscillates within an envelope $\sqrt{2/\pi}\,\nu^{-3/2}$.

For Jackson damping the small-$s$ expansion is $-G'(s)=\pi^2s-\pi^2s^2+\dots$. With $y=\nu s$ and $\int_0^\infty y^kP\,dy=\frac1{k+1}\int_0^\infty y^kJ_0\,dy$, understood through the continuation (21), the first term contributes zero. The second has $\int y^2J_0\,dy=4\,\Gamma(3/2)/\Gamma(-1/2)=-1$, so

$$D(\nu)\simeq\frac{\pi^2}{3\nu^3},\qquad \frac{\Delta_N}{\Delta_0}-1\simeq-\frac{\pi^2}{3}\left(\frac a{N\Delta_0}\right)^3. \qquad (22)$$

At $s=1$, $-G'$ vanishes quadratically, which leaves a faster-decaying oscillation. For a relative error $\varepsilon$ the estimates are $N\simeq(\pi^2/3\varepsilon)^{1/3}a/\Delta_0$ with Jackson damping and $N\simeq(\sqrt{2/\pi}/\varepsilon)^{2/3}a/\Delta_0$ with a sharp cutoff. Jackson damping needs more orders to produce a gap, but fewer to keep its error at the per cent level or below for every larger cutoff.

A single evaluation of the pair amplitude looks better than the converged gap. With input $\Delta_0$ the relative output error is $-U\rho_0D(\nu_0)$, where $\nu_0=N\Delta_0/a$. The self-consistent solution takes $D$ at the shifted value $\nu=\nu_0\Delta_N/\Delta_0$ instead. From (20), $\nu\,dD/d\nu=-K(\nu)$ with $K(\nu)=\int_0^1[-G'(s)]J_0(\nu s)\,ds$. Expanding (11) about $\nu_0$ for small $D$ therefore gives

$$\frac{\Delta_N}{\Delta_0}-1\simeq-\frac{D(\nu_0)}{1-K(\nu_0)}.$$

Iteration amplifies the error by $1/\{U\rho_0[1-K(\nu_0)]\}$. With Jackson damping the smooth part of $K$ is $\pi^2/\nu_0^3$ by (22), and the oscillating part decays as $\nu_0^{-7/2}$. Both are soon small compared with one, so the factor is soon close to $1/(U\rho_0)$. With a sharp cutoff $K=J_0(\nu_0)$ decays only as $\nu_0^{-1/2}$, and the factor oscillates about $1/(U\rho_0)$.

### A chain and an impurity

Take a half-filled chain with band energy $-2t\cos k$, $U=1.5\,t$ and $a=2.2\,t$. True long-range order in one dimension is destroyed by fluctuations, and competing charge order is left out; the chain serves to test the mean-field equations. The exact mean-field gap is $\Delta_0=0.12096\,t$, so $a/\Delta_0=18.19$. Then $N_c=1.123\times18.19=20.4$ for the sharp cutoff and $3.237\times18.19=58.9$ for Jackson damping. Among even cutoffs, real-space moments first give a gap at 22 and 60.

| $N$ | sharp: lattice | sharp: curve | Jackson: lattice | Jackson: curve |
|---|---|---|---|---|
| 16 | 0 | 0 | 0 | 0 |
| 30 | 1.124 | 1.121 | 0 | 0 |
| 80 | 0.991 | 0.991 | 0.853 | 0.852 |
| 400 | 1.005 | 1.005 | 0.9997 | 0.9997 |

The entries are $\Delta_N/\Delta_0$. The sharp cutoff at $N=30$ overshoots by 12%, because the weighted sum of the omitted moments is negative. Here $\nu=1.85$, so $J_0$ is still positive up to about order 39, but its later negative part outweighs this. Leaving these moments out strengthens the pairing. A gap that exceeds the exact one is thus possible.

For the error to stay below 1% at every larger cutoff, the full curve requires $7.05\times18.19$, rounded up to the even value $N=130$, with Jackson damping, and $N=336$ with a sharp cutoff. The lattice errors at these two cutoffs are 0.94% and 1.00% in magnitude. A smaller sharp cutoff can fall within 1% where the oscillating error happens to be small, as at $N=80$. For 0.1% the curve gives 272 and 1532. At $N=400$ with Jackson damping the relative error is $-3.2\times10^{-4}$, against $-3.1\times10^{-4}$ from (22). One evaluation at $\Delta_0$ has error $-7.7\times10^{-5}$. The ratio is 4.17; with $\rho_0=1/(2\pi t)$ the prediction is $2\pi t/U=4.19$.

Formula (5) also holds site by site. On a 40-site ring with $U=2t$, $a=3.6\,t$ and an impurity potential $t$, diagonalization gives gaps of $0.27374\,t$ at the impurity and $0.34070\,t$ opposite it. Moments with $N=400$ and Jackson damping agree on every site within a relative $7\times10^{-5}$. With $N=16$, below the uniform estimate $3.24\times3.6/0.341\approx34$, the gap iterates to zero everywhere. The remaining values are in the numerical output.

### What each derivation assumes

Both derivations assume zero temperature, mean field and on-site singlet pairing. For the universal curve both also assume a uniform system, weak coupling and large $N$. They differ in where the approximation enters.

The energy derivation assumes that $\rho$ is constant over the width $a/N$ of the blurred step and over the gap. It uses the known logarithm of the exact gap equation. Its failures are visible in the spectrum: a van Hove singularity at the Fermi level, a gap comparable with the bandwidth, or discrete levels too sparse for their sum to be replaced by an integral can invalidate the replacement of $\rho$ by $\rho_0$.

The time derivation needs no separate evaluation of that logarithm, since it compares two sums of moments. It assumes instead that late moments follow $J_0(n\Delta/a)$ and that other oscillations average out. This can be examined in the moments themselves. Smooth damping helps the averaging, while a sharp cutoff ends the sum abruptly and is more exposed to band-edge oscillations. The time view also shows why a ring can stand for an infinite chain: with nearest-neighbour hopping, a path that detects the closure of $L$ sites needs $L$ hops, so on-site moments with $n<L$ are the same.

In use, $\Delta_0$ is unknown beforehand, but $\nu=N\Delta_N/a$ is known after convergence, and $e^{-D(\nu)}-1$ then estimates the remaining relative error. If the gap converges to zero with Jackson damping, the calculation has shown, within these assumptions, that $\Delta_0$ is below about $3.24\,a/N$. It has not shown that the system is normal.

## Computed values

```
Two-site <c_dn c_up>, site 1, Fock space: -0.170046
Two-site <c_dn c_up>, site 1, moments:    -0.170046
Largest even on-site moment: 2.3e-15
Chain: U = 1.50 t, a = 2.20 t
Exact mean-field gap Delta_0 = 0.120964 t
Ratio a/Delta_0 = 18.187
Deficit D(3), Jackson: integral 0.283116, Bessel form 0.283116
U=1.5 t, Delta_0=0.12096 t, sharp: first even N with gap 22, formula 20.4
U=1.5 t, Delta_0=0.12096 t, jackson: first even N with gap 60, formula 58.9
U=1.0 t, Delta_0=0.01494 t, sharp: first even N with gap 166, formula 165.4
U=1.0 t, Delta_0=0.01494 t, jackson: first even N with gap 478, formula 476.8
N_c Delta_0/a, sharp: 1.1229
N_c Delta_0/a, jackson: 3.2372
Delta_N/Delta_0: N, sharp lattice/curve, Jackson lattice/curve
  16  0.00000 0.00000  0.00000 0.00000
  30  1.12388 1.12106  0.00000 0.00000
  80  0.99122 0.99077  0.85285 0.85173
 160  1.02763 1.02808  0.99496 0.99495
 400  1.00508 1.00517  0.99968 0.99968
Jackson N=400 relative gap error: -3.214e-04, cubic law -3.092e-04
One-shot relative error: -7.705e-05
Amplification: 4.171, 1/(U rho_0) = 4.189
Sharp envelope coefficient: 0.7977, formula 0.7979
Error < 1.0%, sharp: N Delta_0/a = 18.45 (asymptotic 18.53), N = 336
   lattice error at this N: 0.998%
Error < 1.0%, jackson: N Delta_0/a = 7.05 (asymptotic 6.90), N = 130
   lattice error at this N: 0.935%
Error < 0.1%, sharp: N Delta_0/a = 84.21 (asymptotic 86.03), N = 1532
Error < 0.1%, jackson: N Delta_0/a = 14.91 (asymptotic 14.87), N = 272
Ring: L=40, U=2.0 t, a=3.6 t, impurity V=1.0 t
Gap at impurity: diagonalization 0.273738 t, moments N=400 0.273720 t
Gap opposite:    diagonalization 0.340705 t, moments N=400 0.340684 t
Largest relative site error, N=400: 6.6e-05
Largest gap left after 70 steps, N=16: 6.4e-10 t
```
